# Pressure of a Massless Dirac Field from Matsubara Frequencies: Two Derivations

## A filled Fermi sphere

Take a free massless Dirac field at zero temperature with chemical potential $\mu>0$, in units $\hbar=c=k_B=1$. A particle of momentum $p$ has energy $p$ and two helicities. All states with $p<\mu$ are filled and there are no antiparticles. With $d^3p/(2\pi)^3=p^2dp/(2\pi^2)$, the number and energy densities are

$$n=\frac1{\pi^2}\int_0^\mu p^2dp=\frac{\mu^3}{3\pi^2},\qquad e=\frac1{\pi^2}\int_0^\mu p^3dp=\frac{\mu^4}{4\pi^2},$$

and the pressure is

$$P(0,\mu)=\mu n-e=\frac{\mu^4}{12\pi^2}.\tag{1}$$

At $T>0$ the Fermi edge is blurred. Its lower tail is cut off at $p=0$, where the momentum range ends, so one expects corrections of order $e^{-\mu/T}$ to any polynomial in $\mu$ and $T$. For particles alone they are present. Antiparticles, whose number is also of order $e^{-\mu/T}$, remove them, and the total is

$$P(T,\mu)=\frac{7\pi^2T^4}{180}+\frac{\mu^2T^2}{6}+\frac{\mu^4}{12\pi^2}\tag{2}$$

for every $T>0$ and real $\mu$. Both species push outwards, so their pressures add; what cancels is the non-polynomial part of each. Equation (2) holds for a free field in infinite volume, with pressure measured from the vacuum.

## Modes and frequencies

Both derivations start from the frequency representation of the partition function $Z=\mathrm{Tr}\,e^{-\beta K}$, with $\beta=1/T$ and $K=H-\mu Q$. The charge is $Q=\frac12\int[\psi^\dagger,\psi]$, which changes sign under charge conjugation. At momentum $\mathbf p$ the one-particle matrix is $\boldsymbol\alpha\cdot\mathbf p-\mu$. Since $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$ and the trace of $\boldsymbol\alpha\cdot\mathbf p$ vanishes, its eigenvalues are $\varepsilon=p-\mu$ and $\varepsilon=-p-\mu$, each twice. Each eigenvalue gives one mode with

$$K_\varepsilon=\varepsilon\left(c^\dagger c-\tfrac12\right).$$

The $\frac12$ comes from the commutator in $Q$. With $\psi^\dagger\psi$ instead, $K$ would change by half the trace of the matrix, $-2\mu$, and $\ln Z$ would gain $2\beta\mu$ at every momentum: a divergent charge in the vacuum.

Let $c(\tau)=e^{\tau K}ce^{-\tau K}=e^{-\varepsilon\tau}c$ and $n(\varepsilon)=\langle c^\dagger c\rangle=1/(e^{\beta\varepsilon}+1)$. For $0<\tau<\beta$ the propagator is

$$g(\tau)=\langle c(\tau)c^\dagger\rangle=[1-n(\varepsilon)]e^{-\varepsilon\tau}.$$

Continued antiperiodically, it contains the frequencies $\omega_n=(2n+1)\pi T$, for which $e^{i\omega_n\beta}=-1$. Its Fourier coefficients are

$$\int_0^\beta e^{i\omega_n\tau}g\,d\tau=(1-n)\frac{-e^{-\beta\varepsilon}-1}{i\omega_n-\varepsilon}=\frac1{\varepsilon-i\omega_n},$$

because $(1-n)(1+e^{-\beta\varepsilon})=1$. At $\tau=0$ the function jumps from $-g(\beta^-)=-n$ to $1-n$. A Fourier series summed symmetrically converges to the mean of the two sides, here $\frac12-n$. This is the average needed for the one-mode partition function $z$:

$$\frac{d\ln z}{d\varepsilon}=-\beta\left\langle c^\dagger c-\tfrac12\right\rangle=\sum_n\frac1{\varepsilon-i\omega_n}=\sum_n\frac{\varepsilon}{\varepsilon^2+\omega_n^2}.\tag{3}$$

The last form pairs $n$ with $-n-1$, whose frequencies are opposite. At $\varepsilon=0$ both states of the mode have weight one, so $z=2$. Integrating from there, and counting each pair once,

$$\ln z=\ln2+\sum_{n\ge0}\ln\left(1+\frac{\varepsilon^2}{\omega_n^2}\right).\tag{4}$$

## First derivation: frequencies first

**The sum.** Consider

$$F(z)=\frac\beta2\tanh\frac{\beta z}2\;\frac{\varepsilon}{\varepsilon^2-z^2}$$

as a function of complex $z$. Near $z=i\omega_n$ the factor $\frac\beta2\tanh\frac{\beta z}2$ has a pole of residue one, so $F$ has residue $\varepsilon/(\varepsilon^2+\omega_n^2)$. At $z=\varepsilon$ and at $z=-\varepsilon$ the residue is $-\frac\beta4\tanh\frac{\beta\varepsilon}2$. On circles of radius $2\pi NT$, which pass midway between the frequencies, the hyperbolic tangent is bounded and $F$ falls as $|z|^{-2}$. The contour integral therefore vanishes as $N\to\infty$, the residues add to zero, and

$$\sum_n\frac{\varepsilon}{\varepsilon^2+\omega_n^2}=\frac\beta2\tanh\frac{\beta\varepsilon}2.\tag{5}$$

By (3), integration from $\varepsilon=0$ gives the one-mode partition function, $2\cosh(\beta\varepsilon/2)$. Now use $\ln(2\cosh\frac y2)=\frac y2+\ln(1+e^{-y})$ with $y=\beta(p\mp\mu)$. The four modes at one momentum give

$$\ln Z_p=2\left[\beta p+\ln(1+e^{-\beta(p-\mu)})+\ln(1+e^{-\beta(p+\mu)})\right].\tag{6}$$

For $p=3T$, $\mu=2T$ this is $2[3+\ln(1+e^{-1})+\ln(1+e^{-5})]=6.63995$, and the trace over all 16 occupation states gives the same. Sums over 20, 200 and 2000 frequencies give 6.5085, 6.6268 and 6.6386. The deficit falls tenfold at each step, as (4) implies. Keeping $N$ pairs omits about $\sum\varepsilon^2/\omega_n^2$ over $n\ge N$ and the four modes. With $\sum\varepsilon^2=2(1+25)T^2=52T^2$ and $\sum_{n\ge N}\omega_n^{-2}\approx1/(4\pi^2T^2N)$, the deficit is about $1.32/N$.

**The momentum integral.** The pressure is $T\ln Z/V$. The term $\beta p$ in (6), multiplied by $T$, depends on neither $T$ nor $\mu$. It is the divergent vacuum contribution, and subtracting it leaves

$$P=\frac T{\pi^2}\int_0^\infty p^2\left[\ln(1+e^{-\beta(p-\mu)})+\ln(1+e^{-\beta(p+\mu)})\right]dp.\tag{7}$$

The first logarithm belongs to particles, the second to antiparticles. Integrate by parts with $p^2=(p^3/3)'$. The boundary terms vanish, and the derivative of the bracket is $-\beta[n(p-\mu)+n(p+\mu)]$. Hence

$$P=\frac{I}{3\pi^2},\qquad I=\int_0^\infty p^3[n(p-\mu)+n(p+\mu)]\,dp.\tag{8}$$

**The cancellation.** By (7), $P$ is even in $\mu$, so take $\mu\ge0$. Put $x=p-\mu$ in the particle term and $x=p+\mu$ in the antiparticle term:

$$I=\int_{-\mu}^\infty(x+\mu)^3n(x)\,dx+\int_\mu^\infty(x-\mu)^3n(x)\,dx.$$

Below the Fermi level write $x=-y$ and use $n(-y)=1-n(y)$, which counts filled states as all states minus holes:

$$\int_{-\mu}^0(x+\mu)^3n(x)\,dx=\int_0^\mu(\mu-y)^3[1-n(y)]\,dy=\frac{\mu^4}4+\int_0^\mu(y-\mu)^3n(y)\,dy.$$

In the last term the minus sign of the holes has been absorbed by the odd cube. This integral ends at $\mu$, where the antiparticle integral begins, with the same integrand. Together they run from zero to infinity:

$$I=\frac{\mu^4}4+\int_0^\infty\left[(x+\mu)^3+(x-\mu)^3\right]n(x)\,dx.\tag{9}$$

No limit of integration depends on $\mu$ any longer, so the dependence on $\mu$ is polynomial. At $\mu=2T$, in units of $T^4$, the hole part is $-1.6172$, the antiparticle part $0.8053$, and the joined integral $-0.8119$.

The bracket in (9) is $2x^3+6\mu^2x$, so two numbers remain. They follow from (5). Expand both sides for small $\varepsilon$, with each pair of frequencies counted once:

$$2\varepsilon\sum_{n\ge0}\frac1{\omega_n^2}-2\varepsilon^3\sum_{n\ge0}\frac1{\omega_n^4}+\dots=\frac{\beta^2\varepsilon}4-\frac{\beta^4\varepsilon^3}{48}+\dots$$

With $\omega_n=(2n+1)\pi/\beta$, the sums over odd integers are

$$S_2=\sum_{n\ge0}\frac1{(2n+1)^2}=\frac{\pi^2}8,\qquad S_4=\sum_{n\ge0}\frac1{(2n+1)^4}=\frac{\pi^4}{96}.$$

Expanding $n(x)=\sum_{k\ge1}(-1)^{k+1}e^{-k\beta x}$ under the integrals gives alternating sums $\eta_s=\sum_{k\ge1}(-1)^{k+1}k^{-s}$:

$$\int_0^\infty xn\,dx=T^2\eta_2,\qquad\int_0^\infty x^3n\,dx=6T^4\eta_4.$$

Let $\zeta_s$ be the sum of $k^{-s}$ over all $k\ge1$. Its even terms add to $2^{-s}\zeta_s$, so $\zeta_s=S_s/(1-2^{-s})$, and $\eta_s=S_s-2^{-s}\zeta_s$. This gives $\eta_2=\frac23S_2=\pi^2/12$ and $\eta_4=\frac{14}{15}S_4=7\pi^4/720$. Then

$$I=\frac{\mu^4}4+2\cdot\frac{7\pi^4T^4}{120}+6\mu^2\cdot\frac{\pi^2T^2}{12},$$

and division by $3\pi^2$ gives (2).

**The separate shares.** Expanding the antiparticle logarithm in (7) for $\mu\ge0$, with $\int_0^\infty p^2e^{-k\beta p}dp=2T^3/k^3$, gives

$$P_-=\frac{2T^4}{\pi^2}\sum_{k\ge1}\frac{(-1)^{k+1}}{k^4}e^{-k\mu/T}.\tag{10}$$

The particle share $P_+$ is the polynomial (2) minus this series. In units of $T^4$:

| $\mu/T$ | $P_+$ | $P_-$ | sum |
|---|---|---|---|
| 0 | 0.19191 | 0.19191 | 0.38382 |
| 2 | 1.15838 | 0.02720 | 1.18558 |
| 8 | 45.63471 | 0.00007 | 45.63478 |

At $\mu=0$ the species share the pressure equally. For $\mu\gg T$ antiparticles are rare, and the polynomial describes the particles alone up to an error of order $T^4e^{-\mu/T}$.

## Second derivation: momentum first

**Degree in the chemical potential.** Return to (4) and leave the frequencies unsummed. For each $n\ge0$, the two kinds of mode contribute the product

$$[\omega_n^2+(p-\mu)^2][\omega_n^2+(p+\mu)^2]=(w^2+p^2)(\bar w^2+p^2),\qquad w=\omega_n-i\mu,$$

where the bar denotes complex conjugation. To verify it, split the left side into $\omega_n\pm i(p-\mu)$ and $\omega_n\pm i(p+\mu)$. The factor $w+ip=\omega_n+i(p-\mu)$ comes from a particle mode and $w-ip=\omega_n-i(p+\mu)$ from an antiparticle mode; their product is $w^2+p^2$.

Differentiate the pressure five times with respect to $\mu$. The vacuum term and the constants in (4) drop out. Since $\partial_\mu=-i\partial_w$ on functions of $w$ and $(-i)^5=-i$,

$$\partial_\mu^5\ln(w^2+p^2)=-24i\left[\frac1{(w+ip)^5}+\frac1{(w-ip)^5}\right].$$

Including the two helicities,

$$\partial_\mu^5P=\frac T{\pi^2}\sum_{n\ge0}\left[J_n+\bar J_n\right],\qquad J_n=\int_0^\infty p^2\,\partial_\mu^5\ln(w^2+p^2)\,dp.$$

The order of sum and integral may be exchanged here. At large $r=\sqrt{\omega_n^2+p^2}$ the terms are bounded by a constant times $p^2/r^5$, and summing over $n$ and integrating over $p$ behaves as $\int r\,dr\,r^{-3}$, which converges absolutely. No denominator vanishes, because $\omega_n\ge\pi T$.

The two terms of $J_n$ are exchanged by $p\to-p$, and $p^2$ is even. The antiparticle term thus extends the particle term to negative momentum:

$$J_n=-24i\int_{-\infty}^\infty\frac{p^2\,dp}{(w+ip)^5}=0.\tag{11}$$

The integral vanishes because its only pole, $p=iw$, has imaginary part $\omega_n>0$, while the integrand falls as $|p|^{-3}$, so the contour can be closed in the lower half-plane. Hence $\partial_\mu^5P=0$, and $P$ is a polynomial in $\mu$ of degree at most four.

Four derivatives would not do. The integral at fixed frequency would still vanish, but the double sum would behave as $\int r\,dr\,r^{-2}$, which diverges logarithmically, so the order could not be exchanged. The actual fourth derivative of (2) is $2/\pi^2$.

**The coefficients.** Setting $p=Tx$ in (7) shows that $P/T^4$ depends on $\mu/T$ alone, and $P$ is even in $\mu$. Therefore

$$P=a_0T^4+a_2\mu^2T^2+a_4\mu^4\tag{12}$$

with pure numbers $a_j$. As $T\to0$ at fixed $\mu$, (12) must reduce to (1), so $a_4=1/(12\pi^2)$.

For the other two, let $\mu=i\theta T$ with $|\theta|<\pi$. The arguments of the logarithms in (7) do not vanish for $|\mathrm{Im}\,\mu|<\pi T$, so (7) is analytic in this strip and equals the polynomial (12) there too. On the imaginary axis both logarithms can be expanded for $p>0$:

$$\ln(1+e^{-\beta p+i\theta})+\ln(1+e^{-\beta p-i\theta})=2\sum_{k\ge1}\frac{(-1)^{k+1}}ke^{-k\beta p}\cos k\theta.$$

Integration with $p^2$, as in (10), gives

$$a_0-a_2\theta^2+a_4\theta^4=\frac4{\pi^2}\sum_{k\ge1}\frac{(-1)^{k+1}}{k^4}\cos k\theta.\tag{13}$$

The series and its first derivative converge uniformly, so (13) and its derivative hold up to $\theta=\pi$. The derivative of the right side contains $\sin k\theta$ and vanishes there:

$$-2a_2\pi+4a_4\pi^3=0\quad\Rightarrow\quad a_2=2\pi^2a_4=\frac16.$$

The average of every cosine over $0<\theta<\pi$ is zero:

$$a_0-\frac{a_2\pi^2}3+\frac{a_4\pi^4}5=0\quad\Rightarrow\quad a_0=\frac{\pi^2}{18}-\frac{\pi^2}{60}=\frac{7\pi^2}{180}.$$

This is (2) again, without evaluating $S_2$ or $S_4$.

## A field at 100 MeV

Derivatives of (2) give the net number density and the entropy density,

$$n=\frac{\partial P}{\partial\mu}=\frac{\mu T^2}3+\frac{\mu^3}{3\pi^2},\qquad s=\frac{\partial P}{\partial T}=\frac{7\pi^2T^3}{45}+\frac{\mu^2T}3.$$

Since $P$ is homogeneous of degree four in $T$ and $\mu$, $Ts+\mu n=4P$, and the energy density is $e=Ts+\mu n-P=3P$.

Take $T=100$ MeV and $\mu=200$ MeV. With $\hbar c=197.327$ MeV fm, the unit of pressure is $T^4/(\hbar c)^3=13.015$ MeV/fm³. The three terms, in MeV/fm³, are

$$0.38382\times13.015=4.995,\qquad\frac46\times13.015=8.677,\qquad\frac{16}{12\pi^2}\times13.015=1.758.$$

They add to $P=15.43$ MeV/fm³, or $2.472\times10^{33}$ Pa. The mixed term is the largest: at $\mu=2T$ the field is neither close to a cold Fermi sphere nor close to a neutral hot gas. Particles supply 15.08 MeV/fm³ and antiparticles 0.35 MeV/fm³, about 2.3% of the total. The net density is 0.1219 fm⁻³ and the entropy density, divided by $k_B$, is 0.3733 fm⁻³. Then $Ts+\mu n-P=37.33+24.39-15.43=46.29$ MeV/fm³, which is $3P$.

## What each derivation assumes

Both assume a free field, infinite volume, the charge-symmetric $Q$ and subtraction of the vacuum pressure. Interactions would couple the modes, and a finite volume would replace the momentum integral by a sum; neither derivation then applies.

The first uses the closed sum (5), the reflection $n(-x)=1-n(x)$ and the odd weight $p^3$ in (8). For the one-mode partition function, the trace over the two states, $e^{\beta\varepsilon/2}+e^{-\beta\varepsilon/2}$, would serve as well as (5). It works at real $\mu$ throughout and gives the separate shares. The second needs absolute convergence, so that momentum can be integrated first, and the even weight $p^2$ in (11). This fixes the degree without any closed frequency sum. Its coefficients require more: the cold limit (1), continuation to imaginary $\mu$, and the summed form (7).

The weights show why dimension matters. In two space dimensions the measure is $p\,dp$. The weight in the second derivation becomes odd, and the antiparticle term no longer extends the particle term. In the first, $p^3$ becomes $p^2$, and the hole integral has the wrong sign to join the antiparticle integral.

A mass $m$ replaces $w^2+p^2$ by $M^2+p^2$, with $M=\sqrt{w^2+m^2}$. Three derivatives with respect to $M^2$ give the convergent integral

$$\int_0^\infty\frac{2p^2\,dp}{(p^2+M^2)^3}=\frac\pi{8M^3},$$

which is also the third derivative of $-\frac\pi3M^3$ with respect to $M^2$. The momentum integral of the logarithm therefore acts as $-\frac\pi3M^3$, up to a quadratic polynomial in $M^2$. That polynomial is quartic in $w$, and five derivatives remove it. For $m=0$ they also remove $M^3=w^3$. For $m<\pi T$,

$$M^3=w^3+\tfrac32m^2w+\frac{3m^4}{8w}+\dots,$$

so the first terms that survive five derivatives are of order $m^4$.

Sixth differences in $\mu$ test these statements, since they vanish for any quartic. With step $T$ and centre $\mu=T$, the massless field gives less than $10^{-15}T^4$ in magnitude. Massless particles alone give $-0.0135\,T^4$, and a massless two-component field in two dimensions gives $-0.0122\,T^3$. The massive field with $m=T$ gives $-1.4\times10^{-5}T^4$. This is small, but far above the massless bound, so its pressure is not a quartic in $\mu$. The expansion shows that the departure starts at order $m^4$, and carried further it accounts for the small value. Each frequency contributes $-\frac{T}{3\pi}(M^3+\bar M^3)$ to $P$, up to a quartic in $\mu$. Summed over $n$, the terms of order $m^4$, $m^6$, $m^8$, $m^{10}$ and $m^{12}$ contribute $-52.2$, $+63.4$, $-14.3$, $+1.8$ and $-0.2$ to the sixth difference, in units of $10^{-5}T^4$, and nearly cancel. The near-zero is an accident of this mass and centre. The difference changes sign between $m=T$ and $m=1.05\,T$, and for $m=T$ it is $5.0\times10^{-3}T^4$ at centre $\mu=0$ and $-2.9\times10^{-3}T^4$ at centre $\mu=2T$. The numerical output below lists these differences.

## Values computed for the example and the checks

```
One momentum, in units of T:
p/T = 3.0, mu/T = 2.0
ln Z_p, Fock space (16 states) = 6.63995407
ln Z_p, closed form            = 6.63995407
ln Z_p, 20 frequencies = 6.508479
ln Z_p, 200 frequencies = 6.626783
ln Z_p, 2000 frequencies = 6.638637
ln Z_p, 40000 frequencies + tail = 6.63995407
ln Z_p with unsymmetrized charge = 10.63995407
Pure numbers (T = 1):
sum 1/(2n+1)^2 = 1.23370055, sum 1/(2n+1)^4 = 1.01467803
int x n dx = 0.82246703, int x^3 n dx = 5.68219698
Integrals at mu = 2, T = 1 (units T^4):
hole integral from 0 to mu = -1.617208
antiparticle integral      = 0.805319
joined integral from 0     = -0.811888
mu/T, particles, antiparticles, polynomial (P/T^4):
0  0.19190897  0.19190897  0.38381795
1  0.48598221  0.07294584  0.55892805
2  1.15838089  0.02719864  1.18557953
4  5.20829591  0.00370729  5.21200320
8  45.63471399  0.00006798  45.63478197
Sixth difference in mu, step T, centre mu = T:
massless, both species: below 1e-15 T^4: True
massless, particles only = -0.013545 T^4
mass m = T, both species = -0.000014 T^4
two dimensions, massless = -0.012237 T^3
Example in units:
T = 100 MeV, mu = 200 MeV
hbar c = 197.3270 MeV fm
T^4/(hbar c)^3 = 13.0149 MeV/fm^3
T^4 term = 4.9953 MeV/fm^3
mu^2 T^2 term = 8.6766 MeV/fm^3
mu^4 term = 1.7582 MeV/fm^3
total pressure = 15.4302 MeV/fm^3
total pressure = 2.4722e+33 Pa
particle share = 15.0762 MeV/fm^3
antiparticle share = 0.3540 MeV/fm^3
net number density = 0.12193 fm^-3
entropy density / k_B = 0.37335 fm^-3
energy density = 46.2906 MeV/fm^3
```
